# Van Vleck susceptibility of Eu³⁺ with a J = 0 ground level

## Problem

The Eu³⁺ ion has the configuration 4f⁶. Hund's rules give the ground term $^7F$, with $L=S=3$, and the ground level $J=0$. A level with $J=0$ has no permanent magnetic moment, yet europium(III) compounds have at room temperature an effective moment of roughly 3.4 Bohr magnetons.

Treat the ion as free, keep the 49 states of the $^7F$ term and no others, and use

$$
H=\lambda\,\mathbf L\cdot\mathbf S+\mu_B B\,(L_z+2S_z),\qquad \lambda>0 .
$$

Angular momenta are in units of $\hbar$, and the spin g-factor is set to 2. Define the effective moment $\mu_{\rm eff}$, a pure number in units of $\mu_B$, through the paramagnetic susceptibility per ion in the limit of weak field,

$$
\chi=\frac{\mu_0\mu_B^2\,\mu_{\rm eff}^2}{3kT}.
$$

(a) Find the energies of the levels $J=0,\dots,6$ and the matrix elements of the magnetic moment within each level.

(b) Find the total strength with which the field couples neighbouring levels.

(c) Derive $\mu_{\rm eff}^2$ as a function of $x=\lambda/kT$, and find its limits at low and high temperature.

(d) Evaluate it for $T=300$ K and $\lambda=300\ \mathrm{cm^{-1}}$. Does the moment come from the thermal population of the levels with $J\ge1$?

(e) How far does the result depend on the choice of $\lambda$?

## Solution

### (a) Levels and moments within a level

With $\mathbf J=\mathbf L+\mathbf S$, squaring gives $\mathbf J^2=\mathbf L^2+\mathbf S^2+2\mathbf L\cdot\mathbf S$. Since $L(L+1)=S(S+1)=12$,

$$
\mathbf L\cdot\mathbf S=\tfrac12\,[J(J+1)-24].
$$

Measured from the level $J=0$, the energies and intervals are

$$
E_J=\frac{\lambda}{2}J(J+1),\qquad E_J-E_{J-1}=\lambda J .
$$

The magnetic moment along the field is $-\mu_B(L_z+2S_z)$; its overall sign drops out of the susceptibility, and the operator can be written $L_z+2S_z=J_z+S_z$. Within one level, the Wigner–Eckart theorem makes any vector operator proportional to $\mathbf J$, so $S_z=c\,J_z$ there. Taking the scalar product with $\mathbf J$ fixes the factor for $J\ge1$:

$$
c=\frac{\langle \mathbf S\cdot\mathbf J\rangle}{J(J+1)},\qquad
\mathbf S\cdot\mathbf J=\tfrac12(\mathbf J^2+\mathbf S^2-\mathbf L^2)=\tfrac12\mathbf J^2 .
$$

The last equality holds because $L=S$. Hence $c=\tfrac12$, and within every level with $J\ge1$

$$
L_z+2S_z=\tfrac32 J_z ,
$$

that is, $g_J=\tfrac32$. For $J=0$ the diagonal element is zero.

### (b) Coupling between levels

The operator $J_z$ does not connect different levels, so the coupling comes from $S_z$ alone. $S_z$ commutes with $J_z$ and therefore conserves $M$. As a component of a vector it carries one unit of angular momentum, so it connects $J$ with $J-1$, $J$ and $J+1$ at most. Define the strength

$$
Q_J=\sum_M\left|\langle J-1,M|S_z|J,M\rangle\right|^2,\qquad Q_0=0,\quad Q_7=0 .
$$

The two end values are zero because the levels $J=-1$ and $J=7$ do not exist.

A sum rule determines all $Q_J$. Summed over the $2J+1$ states of one level, $S_x^2$, $S_y^2$ and $S_z^2$ have equal expectation values, because a complete level is invariant under rotations. Therefore

$$
\sum_M\langle J,M|S_z^2|J,M\rangle=(2J+1)\frac{S(S+1)}{3}=4(2J+1).
$$

Inserting a complete set of states between the two factors $S_z$ splits the left side into the strengths to $J-1$, to $J+1$, and within the level. The last part follows from $S_z=\tfrac12J_z$ and $\sum_M M^2=\tfrac13J(J+1)(2J+1)$. Thus

$$
Q_J+Q_{J+1}+\frac{J(J+1)(2J+1)}{12}=4(2J+1),
$$

or

$$
Q_J+Q_{J+1}=\frac{2J+1}{12}\,[48-J(J+1)] .
$$

Starting from $Q_0=0$, this recursion gives $Q_1=4$, then $Q_2=\tfrac{3\cdot46}{12}-4=7.5$, and so on. Its solution is

$$
Q_J=\frac{J(49-J^2)}{12}.
$$

To verify it, use $J^3+(J+1)^3=(2J+1)(J^2+J+1)$:

$$
Q_J+Q_{J+1}=\frac{49(2J+1)-(2J+1)(J^2+J+1)}{12}
=\frac{2J+1}{12}[48-J(J+1)] .
$$

The starting value $Q_0=0$ is also reproduced, and the recursion has one solution for a given start. The formula gives $Q_7=0$ as well, as it must.

### (c) Susceptibility

**Energies in the field.** Write $h=\mu_BB$. Since $M$ is conserved and each $J$ contains a given $M$ at most once, ordinary non-degenerate perturbation theory applies for each $M$:

$$
E_{JM}(h)=E_J+\tfrac32Mh-h^2\sum_{J'=J\pm1}\frac{|\langle J'M|S_z|JM\rangle|^2}{E_{J'}-E_J}+\dots
$$

A higher neighbour pushes the state down and a lower neighbour pushes it up. Write the average of the quadratic term over the level as $-\tfrac12\alpha_Jh^2$. The denominators are $+\lambda(J+1)$ for the upper neighbour and $-\lambda J$ for the lower one, so for $J\ge1$

$$
\alpha_J=\frac{2}{2J+1}\left[\frac{Q_{J+1}}{\lambda(J+1)}-\frac{Q_J}{\lambda J}\right]
=\frac{[49-(J+1)^2]-[49-J^2]}{6\lambda(2J+1)}=-\frac1{6\lambda}.
$$

The last step uses $J^2-(J+1)^2=-(2J+1)$. The case $J=6$ is included, because $49-7^2=0$. The ground level has no lower neighbour, so

$$
\alpha_0=\frac{2Q_1}{\lambda}=\frac8\lambda .
$$

The field mixes $J=1$ into the ground state, and this induced moment points along the field. Each excited level has on average a small opposite second-order response.

**Free energy.** Let $w_J=e^{-E_J/kT}$, $Z=\sum_J(2J+1)w_J$ and $p_J=(2J+1)w_J/Z$. Expand $e^{-E_{JM}(h)/kT}$ to order $h^2$. The linear term cancels in the sum over $M$. The square of the linear shift contributes $\tfrac12(3Mh/2kT)^2$, and the quadratic shift contributes, on average, $\alpha_Jh^2/2kT$. With $F=-kT\ln\sum e^{-E_{JM}/kT}$ and the average $\overline{M^2}=J(J+1)/3$,

$$
F(h)-F(0)=-\frac{h^2}{2}\sum_Jp_J\left[\frac94\,\frac{J(J+1)}{3kT}+\alpha_J\right].
$$

The mean moment is $-\partial F/\partial B=\mu_B^2B\sum_Jp_J[\dots]$. For a magnetically dilute substance $B\simeq\mu_0H$, so $\chi=\mu_0\mu_B^2\sum_Jp_J[\dots]$ per ion. Comparison with the definition of $\mu_{\rm eff}$ means multiplying the sum by $3kT$:

$$
\mu_{\rm eff}^2=\frac94\langle J(J+1)\rangle+\frac{24\,p_0}{x}-\frac{1-p_0}{2x},
$$

where $\langle J(J+1)\rangle=\sum_Jp_JJ(J+1)$. The three terms are the Curie part from permanent moments of populated excited levels, the second-order part of the ground level, and the second-order part of the excited levels. Combining the last two gives

$$
\boxed{\;\mu_{\rm eff}^2=\frac94\langle J(J+1)\rangle+\frac{49\,p_0-1}{2x}\;},\qquad
p_0=\frac1Z .
$$

**Low temperature.** For $kT\ll\lambda$ all ions are in $J=0$, so $p_0\to1$ and

$$
\mu_{\rm eff}^2\to\frac{24kT}{\lambda},\qquad \chi\to\frac{8\mu_0\mu_B^2}{\lambda}.
$$

The susceptibility becomes constant. The effective moment goes to zero because its definition multiplies this constant by $T$.

**High temperature.** For $x\to0$ all 49 states are equally populated. The trace of $\mathbf L\cdot\mathbf S$ over the term is zero, so $\langle J(J+1)\rangle\to12+12=24$, and the Curie part tends to 54. The second term needs $Z$ to first order in $x$:

$$
Z\simeq49\left(1-\tfrac x2\cdot24\right)=49(1-12x),\qquad 49p_0-1\simeq12x .
$$

It therefore tends to 6, and

$$
\mu_{\rm eff}^2\to60=L(L+1)+4S(S+1),
$$

the value for independent orbital and spin moments, with $\mu_{\rm eff}\to7.746$. Within this model the coupling then no longer matters.

### (d) The moment at 300 K

Here $kT=208.51\ \mathrm{cm^{-1}}$ and $x=300/208.51=1.4388$. The partition function is

$$
Z=1+3e^{-x}+5e^{-3x}+7e^{-6x}+\dots=1.7796 .
$$

The populations are $p_0=0.5619$, $p_1=0.3999$, $p_2=0.0375$ and $p_3=0.0007$; higher levels are negligible. Then

$$
\langle J(J+1)\rangle=2(0.3999)+6(0.0375)+12(0.0007)\simeq1.033 ,
$$

and the three parts are

- Curie part: $\tfrac94\times1.0333=2.325$;
- ground level, second order: $24\times0.5619/1.4388=9.373$;
- excited levels, second order: $-0.4381/(2\times1.4388)=-0.152$.

Their sum is $\mu_{\rm eff}^2=11.546$, so

$$
\mu_{\rm eff}=3.40 .
$$

The molar susceptibility is $4.81\times10^{-3}\ \mathrm{cm^3/mol}$ in the Gaussian convention, or $6.05\times10^{-8}\ \mathrm{m^3/mol}$ in SI. The two differ by the factor $4\pi\times10^{-6}$. An independent calculation, which diagonalizes the 49-dimensional Hamiltonian and differentiates its free energy numerically, gives the same $\mu_{\rm eff}^2$ to the digits shown.

Thermal population is therefore not the main source of the moment. The ground level supplies 81 % of $\mu_{\rm eff}^2$, through the admixture of $J=1$ by the field. The Curie part alone would give a moment of 1.52. If all ions stayed in $J=0$, the moment would be

$$
\sqrt{24/x}=\sqrt{24/1.4388}=4.08,
$$

which is larger than the actual value. Population of the excited levels takes 44 % of the ions out of the strongly polarizable ground level. This lowers $\mu_{\rm eff}^2$ from 16.68 to 9.37, and the excited levels return a net $2.325-0.152=2.17$. The inference "$J=0$, hence no paramagnetism" fails twice: it omits the permanent moments of the populated excited levels, and, more importantly here, it omits the moment that the field induces in the ground level.

For $\lambda=300\ \mathrm{cm^{-1}}$ the susceptibility is nearly constant at low temperature and decreases once the excited levels are appreciably populated:

| $T$ (K) | $\mu_{\rm eff}$ | $\chi$ (10⁻³ cm³/mol) |
|---:|---:|---:|
| 10 | 0.746 | 6.953 |
| 50 | 1.668 | 6.955 |
| 100 | 2.348 | 6.897 |
| 300 | 3.398 | 4.813 |
| 1000 | 4.461 | 2.488 |

An effective moment that changes with temperature signals that Curie's law does not hold. Even at 1000 K the moment is far below its limit of 7.746, since $kT$ is still small compared with the width $21\lambda$ of the multiplet.

The susceptibility rises very slightly between 10 K and 50 K. To see why, keep the levels $J=0$ and $J=1$ and work to first order in $w_1=e^{-x}$, so that $p_1\simeq3w_1$ and $p_0\simeq1-3w_1$:

$$
\frac{\chi}{\mu_0\mu_B^2}\simeq\frac{8(1-3w_1)}{\lambda}+3w_1\left[\frac{3}{2kT}-\frac1{6\lambda}\right]
=\frac1\lambda\left[8+w_1\,(4.5x-24.5)\right].
$$

The Curie response of the first few ions excited to $J=1$ (the term $4.5x$) outweighs the loss of the ground level (24) together with their own negative second-order response (0.5), provided $x>24.5/4.5\simeq5.4$, which here means $T$ below about 80 K. At 50 K, $x=8.63$ and the relative increase is about $3\times10^{-4}$, in agreement with the table. The excess $w_1(4.5x-24.5)$ is largest where its derivative vanishes, at $x=29/4.5\simeq6.4$, so $\chi$ peaks near 67 K. It then falls, passes its zero-temperature value just below 80 K, and above that temperature the loss dominates.

### (e) Dependence on the level spacing

At 300 K the model gives

| $\lambda$ (cm⁻¹) | 240 | 270 | 300 | 330 | 370 |
|---|---:|---:|---:|---:|---:|
| $\mu_{\rm eff}$ | 3.57 | 3.48 | 3.40 | 3.32 | 3.23 |

A larger spacing makes the ground level harder to polarize and the excited levels harder to populate, but it also keeps more ions in the ground level. The net effect over this range is a smaller moment.

A single $\lambda$ cannot describe the real multiplet closely. The first interval of Eu³⁺ is roughly $370\ \mathrm{cm^{-1}}$, whereas the full width of the multiplet, divided by 21, corresponds to roughly $240\ \mathrm{cm^{-1}}$. The value $300\ \mathrm{cm^{-1}}$ is a round compromise, and the close agreement with 3.4 owes something to that choice.

The sensitivity to the pattern can be examined with levels whose intervals fall progressively below the Landé rule, so that $(E_J-E_{J-1})/J$ decreases with $J$,

$$
E_J=\frac{\lambda'}2J(J+1)\,[1-cJ(J+1)],\qquad \lambda'=375\ \mathrm{cm^{-1}},\quad c=0.009 .
$$

This places $J=1$ at 368 and $J=6$ at $4898\ \mathrm{cm^{-1}}$, which imitates both rough features. In this model the states, and hence $g_J$ and $Q_J$, are unchanged by construction. In the real ion the shrinking intervals come largely from mixing of $^7F$ with other terms, which also changes the states: diagonalizing the full 4f⁶ configuration with typical parameters ($F^2,F^4,F^6\approx83\,000,\ 59\,000,\ 43\,000\ \mathrm{cm^{-1}}$, $\zeta\approx1320\ \mathrm{cm^{-1}}$) reduces $Q_1$ from 4 to about 3.85 and lowers the 300 K moment by about 0.05 at the same level energies. That effect is left out in what follows, where the states are kept pure. The intervals are not, so the boxed formula no longer applies, and the sum over levels must be redone. The populations $p_J$ follow from the new energies, the polarizabilities become $\alpha_J=\frac{2}{2J+1}\left[\frac{Q_{J+1}}{E_{J+1}-E_J}-\frac{Q_J}{E_J-E_{J-1}}\right]$ (terms with $Q_0=Q_7=0$ are dropped), and $\mu_{\rm eff}^2=\frac94\langle J(J+1)\rangle+3kT\sum_Jp_J\alpha_J$. The result is $\mu_{\rm eff}=3.25$.

The model thus gives a room-temperature moment between about 3.2 and 3.6 for these level patterns; that spread leaves even the first decimal undetermined. The patterns that place $J=1$ near its actual position, $370\ \mathrm{cm^{-1}}$, give 3.23 to 3.25, somewhat below 3.4, so the model accounts for the origin and size of the moment but not for its precise value. Replacing the spin g-factor 2 by the free-electron value changes the moment from 3.398 to 3.405, which is much less than this spread. The calculation leaves out diamagnetism, the crystal field, interactions between ions and the mixing of $^7F$ with other terms. The weak-field limit applies when $\mu_BB\ll kT$ and $\mu_BB\ll\lambda$; if only $J=0$ is populated, the second condition alone is enough. At 1 T, $\mu_BB=0.47\ \mathrm{cm^{-1}}$, so both conditions are well satisfied at 300 K.

## Numbers as computed

```
lambda = 300 cm^-1, T = 300 K, kT = 208.51 cm^-1
x = lambda/kT = 1.4388
muB times 1 T = 0.4669 cm^-1
Z = 1.7796
J, E_J (cm^-1), population, strength Q_J to J-1
0       0  5.619e-01  0.000
1     300  3.999e-01  4.000
2     900  3.750e-02  7.500
3    1800  7.009e-04  10.000
4    3000  2.854e-06  11.000
5    4500  2.620e-09  10.000
6    6300  5.517e-13  6.500
<J(J+1)> = 1.0333
mu_eff^2, Curie part = 2.325
mu_eff^2, J=0 second-order part = 9.373
mu_eff^2, excited second-order part = -0.152
mu_eff^2, total by formula = 11.546
mu_eff^2, from free energy = 11.546
share of J=0 part in mu_eff^2 = 81.2 %
mu_eff = 3.398 muB
mu_eff, Curie part alone = 1.525 muB
mu_eff, all ions kept in J=0 = 4.084 muB
mu_eff with free-electron g_s = 3.405 muB
molar chi = 4.813e-03 cm^3/mol (cgs)
molar chi = 6.048e-08 m^3/mol (SI)
molar chi for T -> 0 = 6.953e-03 cm^3/mol (cgs)
high-T limit: mu_eff = 7.746 muB
T (K), mu_eff (muB), molar chi (cm^3/mol, cgs), lambda = 300 cm^-1
   10  0.746  6.953e-03
   50  1.668  6.955e-03
  100  2.348  6.897e-03
  200  3.063  5.864e-03
  300  3.398  4.813e-03
  400  3.622  4.101e-03
  600  3.954  3.259e-03
 1000  4.461  2.488e-03
lambda (cm^-1), mu_eff (muB) at 300 K
 240  3.571
 270  3.480
 300  3.398
 330  3.323
 370  3.230
lambda giving mu_eff = 3.4 at 300 K: 299.2 cm^-1
shrinking intervals: lambda' = 375 cm^-1, c = 0.009
  E_1, E_2, E_6 = 368, 1064, 4898 cm^-1
  mu_eff at 300 K = 3.249 muB
largest relative error, formula vs free energy = 3.6e-06
```
